# Choosing the number of Widom insertions for helium in silica: a program that tests the result

```python
# RESULT UNDER TEST
# Henry constant of a classical helium atom in a rigid periodic SiO2 network:
#   K_H = S/(kB T),  S = <w>,  w = exp(-U/(kB T)), uniform average over the cell.
# N Widom insertions have relative standard error sqrt(v/N),
#   v = <w^2>/<w>^2 - 1, and S and v follow independently from a grid integral.
# U: Lennard-Jones energy with all oxygen images; a: cubic edge; sigma, eps:
# He-O parameters. Lengths in nm, energies in eV, temperatures in K.
import numpy as np
from scipy import constants as const

kB = const.k / const.e
a, sigma, eps, T = 0.72, 0.29, 0.0025, 300.0
beta = 1 / (kB * T)
cutoff, overlap = 1.2, 0.20
mass = const.physical_constants['alpha particle mass'][0] + 2 * const.m_e
hbar2_m = const.hbar**2 / mass / const.e * 1e18      # eV nm^2
rng = np.random.default_rng(2024)

# Network: silicon on diamond sites, oxygen at the midpoints of Si-Si bonds
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 4
silicon = np.vstack([fcc, fcc + 0.25]) * a
oxygen = ((fcc[:, None] + bonds[None] / 2).reshape(-1, 3) % 1) * a
sep = silicon[:, None] - oxygen[None]
sep -= a * np.round(sep / a)
bonded = np.linalg.norm(sep, axis=2) < 0.2
assert np.all(bonded.sum(1) == 4) and np.all(bonded.sum(0) == 2)


def images(rc):
    """Oxygen images closer than rc to some point of the cell."""
    m = int(np.ceil(rc / a))
    s = np.arange(-m, m + 1) * a
    shifts = np.stack(np.meshgrid(s, s, s, indexing='ij'), -1).reshape(-1, 3)
    x = (shifts[:, None] + oxygen[None]).reshape(-1, 3)
    outside = np.maximum(0, np.maximum(-x, x - a))
    return x[(outside**2).sum(1) < rc**2]


def squared_distances(x, sites):
    r2 = (x * x).sum(1)[:, None] + (sites * sites).sum(1)[None]
    r2 -= 2 * x @ sites.T
    return np.maximum(r2, 0.05**2)      # weight is zero this close anyway


def lattice_sums(points, rc=cutoff):
    """Sums of r^-12 and r^-6 with a uniform tail beyond rc."""
    sites, rho = images(rc), len(oxygen) / a**3
    s12, s6 = np.empty(len(points)), np.empty(len(points))
    for i in range(0, len(points), 400):
        r2 = squared_distances(points[i:i + 400], sites)
        inv2 = (r2 < rc * rc) / r2
        inv6 = inv2 * inv2 * inv2
        s6[i:i + 400] = inv6.sum(1)
        s12[i:i + 400] = np.einsum('ij,ij->i', inv6, inv6)
    return (s12 + 4 * np.pi * rho / (9 * rc**9),
            s6 + 4 * np.pi * rho / (3 * rc**3))


def energy(sums, sig=sigma):
    return 4 * eps * (sig**12 * sums[0] - sig**6 * sums[1])


def nearest_oxygen(points):
    best = np.full(len(points), np.inf)
    for site in oxygen:
        d = points - site
        d -= a * np.round(d / a)
        best = np.minimum(best, np.einsum('ij,ij->i', d, d))
    return np.sqrt(best)


# Image bookkeeping: a face-centring translation must leave the sums unchanged
probe = rng.random((50, 3)) * a
moved = (probe + np.array([a / 2, a / 2, 0])) % a
for one, two in zip(lattice_sums(probe), lattice_sums(moved)):
    assert np.allclose(one, two, rtol=1e-8)

# Direct grid integration, without any overlap rejection
n = 48
axis = np.arange(n) * a / n
grid = np.stack(np.meshgrid(axis, axis, axis, indexing='ij'), -1).reshape(-1, 3)
sums = lattice_sums(grid)
U = energy(sums)
W = np.exp(-beta * U)
S = W.mean()
v = (W**2).mean() / S**2 - 1
kurt = ((W - S)**4).mean() / W.var()**2 - 3
coarse = np.zeros((n, n, n), bool)
coarse[::2, ::2, ::2] = True
coarse = coarse.ravel()
S24 = W[coarse].mean()
v24 = (W[coarse]**2).mean() / S24**2 - 1
mesh_shift, v_shift = S24 / S - 1, v24 / v - 1
assert abs(mesh_shift) < 2e-3 and abs(v_shift) < 2e-2
S_long = np.exp(-beta * energy(lattice_sums(grid[coarse], 2.0))).mean()
cut_shift = S_long / S24 - 1
assert abs(cut_shift) < 5e-3
centre = np.array([0.5, 0.5, 0.5]) * a
U_cage, U_window = energy(lattice_sums(np.array([centre, centre * 1.25])))
assert abs(U.min() - U_cage) < 1e-9 and U_window > U_cage
lost = W[nearest_oxygen(grid) <= overlap].sum() / W.sum()
assert lost < 1e-6

# Widom insertion
N = 1_000_000
trial = rng.random((N, 3)) * a
keep = nearest_oxygen(trial) > overlap
w = np.zeros(N)
w[keep] = np.exp(-beta * energy(lattice_sums(trial[keep])))
S_widom, err_widom = w.mean(), w.std(ddof=1) / np.sqrt(N)
err_grid = S * np.sqrt(v / N)
z_score = (S_widom - S) / err_grid
assert abs(z_score) < 4

# Scatter of block means and coverage of nominal 95% intervals
block_table = []
for size in (100, 1000, 10000):
    blocks = w.reshape(-1, size)
    m, sd = blocks.mean(1), blocks.std(1, ddof=1)
    seen = np.sqrt(np.mean((m / S - 1)**2))
    predicted = np.sqrt(v / size)
    tol = 4 * 0.5 * np.sqrt((2 + kurt / size) / len(m))
    assert abs(seen / predicted - 1) < tol
    cover = np.mean(np.abs(m - S) <= 1.96 * sd / np.sqrt(size))
    block_table.append((size, predicted, seen, cover))
assert 0.90 < block_table[1][3] < 0.97
assert block_table[0][3] < block_table[1][3] - 0.03

# Bias of the logarithm; the known zero mean of delta removes most noise
delta = w.reshape(-1, 1000).mean(1) / S - 1
gap = np.log1p(delta) - delta
bias_seen, bias_pred = gap.mean(), -v / 2000
gap_err = gap.std(ddof=1) / np.sqrt(len(gap))
assert abs(bias_seen - bias_pred) < 4 * gap_err + (v / 1000)**2

# Grand-canonical chain of non-interacting atoms: mean number must be zV*S
zV = 2 / S
atoms, count = [], np.empty(N)
weights, u1, u2, u3 = w.tolist(), *rng.random((3, N)).tolist()
for step in range(N):
    number = len(atoms)
    if u1[step] < 0.5:
        if u2[step] * (number + 1) < zV * weights[step]:
            atoms.append(weights[step])
    elif number:
        pick = int(u3[step] * number)
        if u2[step] * zV * atoms[pick] < number:
            atoms[pick] = atoms[-1]
            atoms.pop()
    count[step] = len(atoms)
chain = count.reshape(20, -1).mean(1)
chain_mean, chain_err = chain.mean(), chain.std(ddof=1) / np.sqrt(20)
assert abs(chain_mean - zV * S) < 4 * chain_err and chain_err < 0.2

# Heat of solution from weighted energy against a finite difference of ln K_H
E_mean = (U * W).mean() / S
heat = E_mean - kB * T


def log_henry(b):
    return np.log(b * np.exp(-b * U).mean())


db = 1e-3 * beta
heat_fd = -(log_henry(beta + db) - log_henry(beta - db)) / (2 * db)
assert abs(heat - heat_fd) < 1e-6


# Quantum motion: leading correction and extrapolated two-bead path integral
def quantum_ratios(potential, length):
    p = np.abs(np.fft.fftn(np.exp(-beta * potential / 2)))**2
    p /= p.sum()
    k = 2 * np.pi * np.fft.fftfreq(potential.shape[0],
                                   length / potential.shape[0])
    k2 = sum(q**2 for q in np.meshgrid(*[k] * potential.ndim, indexing='ij'))
    h = hbar2_m * beta
    two_bead = (p * np.exp(-k2 * h / 8)).sum()
    return 1 - h * (p * k2).sum() / 6, 1 + 4 / 3 * (two_bead - 1)


q_lead, q_bead = quantum_ratios(U.reshape(n, n, n), a)
heavy = W > 1e-9
sites = images(cutoff)
lap = []
pts = grid[heavy]
for i in range(0, len(pts), 400):
    r2 = squared_distances(pts[i:i + 400], sites)
    inv2 = (r2 < cutoff**2) / r2
    lap.append((4 * eps * (132 * sigma**12 * inv2**7
                           - 30 * sigma**6 * inv2**4)).sum(1))
lap_mean = (np.concatenate(lap) * W[heavy]).sum() / W.sum()
q_lap = 1 - hbar2_m * beta**2 * lap_mean / 24
assert abs(q_lap - q_lead) < 0.01 * (1 - q_lead)
# one-dimensional cosine with the same barrier and cage spacing, diagonalized
L1, barrier = np.sqrt(3) * a / 4, U_window - U_cage
order = np.arange(-40, 41)
H = np.diag(hbar2_m / 2 * (2 * np.pi * order / L1)**2 + barrier / 2)
H -= barrier / 4 * (np.eye(81, k=1) + np.eye(81, k=-1))
V1 = barrier / 2 * (1 - np.cos(2 * np.pi * np.arange(128) / 128))
wavelength = np.sqrt(2 * np.pi * hbar2_m * beta)
classical = L1 / wavelength * np.exp(-beta * V1).mean()
exact1 = np.exp(-beta * np.linalg.eigvalsh(H)).sum() / classical
lead1, bead1 = quantum_ratios(V1, L1)
assert abs(lead1 - exact1) < 0.1 * (1 - exact1)
assert abs(bead1 - exact1) < 0.1 * (1 - exact1)

# Vibrating oxygen: independent Gaussian displacements, rms per axis
rms, reach = 0.01, 0.6


def pair(r):
    return 4 * eps * ((sigma / r)**12 - (sigma / r)**6)


r_tab = np.arange(0.12, reach + 1e-9, 5e-4)
r_in = np.arange(0.05, 0.8, 5e-4)
kernel = np.exp(-(r_tab[:, None] - r_in[None])**2 / (2 * rms**2))
smeared = (kernel * r_in * np.exp(-beta * pair(r_in))).sum(1) * 5e-4
smeared /= r_tab * rms * np.sqrt(2 * np.pi)
log_change = np.log(smeared) + beta * pair(r_tab)
near_sites = images(reach)
r_all = np.sqrt(squared_distances(grid[coarse], near_sites))
change = np.interp(r_all, r_tab, log_change, right=0).sum(1)
vibration = np.exp(-beta * U[coarse] + change).mean() / S24
# explicit random displacements around one point inside a cage
x0 = centre + np.array([0.03, 0.01, 0.0])
rel = near_sites - x0
rel = rel[np.linalg.norm(rel, axis=1) < reach]
r0 = np.linalg.norm(rel, axis=1)
factorized = np.exp((np.interp(r0, r_tab, log_change) - beta * pair(r0)).sum())
shaken = rel[None] + rms * rng.standard_normal((40000, len(rel), 3))
direct = np.exp(-beta * pair(np.linalg.norm(shaken, axis=2)).sum(1))
direct_err = direct.std() / np.sqrt(len(direct))
assert abs(direct.mean() - factorized) < 4 * direct_err + 1e-3 * factorized

# Parameter sensitivity, units and occupancy
S_up = np.exp(-beta * energy(sums, 1.01 * sigma)).mean()
S_down = np.exp(-beta * energy(sums, 0.99 * sigma)).mean()
S_eps = np.exp(-1.1 * beta * U).mean()
K_si = S / (const.k * T)                       # atoms m^-3 Pa^-1
to_torr = 1e-6 * const.torr
K_torr = K_si * to_torr
occupancy = K_torr * 760 * (a * 1e-7)**3 / 8
density = 8 * 60.08 * const.atomic_mass * 1e3 / (a * 1e-7)**3

print(f"cell edge {a} nm, sigma {sigma} nm, eps {eps*1e3} meV")
print(f"temperature {T} K, kT = {kB*T*1e3:.3f} meV")
print(f"O per cell {len(oxygen)}, density {density:.3f} g/cm3")
print(f"cutoff {cutoff} nm, overlap distance {overlap} nm")
print(f"cage-centre energy {U_cage*1e3:.2f} meV")
print(f"window-centre energy {U_window*1e3:.2f} meV")
print(f"window minus cage {barrier:.4f} eV")
print(f"grid {n}^3: S = {S:.6f}, v = {v:.3f}")
print(f"S shift, 24^3 grid against 48^3: {mesh_shift*100:.5f} %")
print(f"v shift, 24^3 grid against 48^3: {v_shift*100:.5f} %")
print(f"S shift, cutoff 2.0 against 1.2 nm: {cut_shift*100:.4f} %")
print(f"weight lost by overlap rejection: {lost:.2e}")
print(f"insertions {N}, surviving rejection {keep.mean()*100:.2f} %")
print(f"Widom S = {S_widom:.6f}, own error {err_widom:.6f}")
print(f"grid-predicted error {err_grid:.6f}, z = {z_score:.2f}")
print(f"K_H grid  = {K_torr:.4e} atoms/(cm3 Torr)")
print(f"K_H Widom = {S_widom/(const.k*T)*to_torr:.4e} atoms/(cm3 Torr)")
print(f"K_H Widom error = {err_grid/(const.k*T)*to_torr:.1e} same unit")
print(f"K_H grid  = {K_si/const.N_A:.4e} mol/(m3 Pa)")
print(f"insertions for 1 % error: {v/1e-4:.3e}")
for size, predicted, seen, cover in block_table:
    print(f"block {size}: error predicted {predicted*100:.2f} %, "
          f"seen {seen*100:.2f} %, coverage {cover*100:.1f} %")
print(f"ln S bias, n=1000: predicted {bias_pred:.5f}")
print(f"ln S bias, n=1000: seen {bias_seen:.5f} +- {gap_err:.5f}")
print(f"free-energy bias, n=1000: {-bias_pred*kB*T*1e3:.3f} meV")
print(f"grand-canonical mean {chain_mean:.3f} +- {chain_err:.3f}")
print(f"grand-canonical expected {zV*S:.3f}")
print(f"mean energy E {E_mean*1e3:.3f} meV")
print(f"heat E-kT {heat*1e3:.3f}, from slope {heat_fd*1e3:.3f} meV")
for temp in (300, 600, 900):
    wt = np.exp(-U / (kB * temp))
    st = wt.mean()
    print(f"{temp} K: S {st:.5f}, v {(wt**2).mean()/st**2-1:.2f}, "
          f"K_H {st/(const.k*temp)*to_torr:.3e} atoms/(cm3 Torr)")
print(f"thermal wavelength {wavelength:.4f} nm")
print(f"quantum factor: leading {q_lead:.4f}, two-bead {q_bead:.4f}")
print(f"quantum factor from Laplacian {q_lap:.4f}")
print(f"1D factor: exact {exact1:.5f}, leading {lead1:.5f}, "
      f"two-bead {bead1:.5f}")
print(f"O vibration {rms} nm rms per axis: S factor {vibration:.4f}")
print(f"vibration test: product {factorized:.4f}, "
      f"direct {direct.mean():.4f} +- {direct_err:.4f}")
print(f"sigma +1 %: S factor {S_up/S:.4f}")
print(f"sigma -1 %: S factor {S_down/S:.4f}")
print(f"eps +10 %: S factor {S_eps/S:.4f}")
print(f"atoms per cage at 760 Torr: {occupancy:.3e}")
print("verified")
```

Output:

```
cell edge 0.72 nm, sigma 0.29 nm, eps 2.5 meV
temperature 300.0 K, kT = 25.852 meV
O per cell 16, density 2.138 g/cm3
cutoff 1.2 nm, overlap distance 0.2 nm
cage-centre energy -30.87 meV
window-centre energy 127.51 meV
window minus cage 0.1584 eV
grid 48^3: S = 0.018345, v = 74.073
S shift, 24^3 grid against 48^3: 0.14280 %
v shift, 24^3 grid against 48^3: -0.68730 %
S shift, cutoff 2.0 against 1.2 nm: -0.0716 %
weight lost by overlap rejection: 2.33e-17
insertions 1000000, surviving rejection 17.24 %
Widom S = 0.018598, own error 0.000160
grid-predicted error 0.000158, z = 1.60
K_H grid  = 5.9049e+14 atoms/(cm3 Torr)
K_H Widom = 5.9864e+14 atoms/(cm3 Torr)
K_H Widom error = 5.1e+12 same unit
K_H grid  = 7.3546e-06 mol/(m3 Pa)
insertions for 1 % error: 7.407e+05
block 100: error predicted 86.07 %, seen 86.94 %, coverage 69.4 %
block 1000: error predicted 27.22 %, seen 27.85 %, coverage 93.4 %
block 10000: error predicted 8.61 %, seen 8.76 %, coverage 94.0 %
ln S bias, n=1000: predicted -0.03704
ln S bias, n=1000: seen -0.03878 +- 0.00165
free-energy bias, n=1000: 0.957 meV
grand-canonical mean 2.011 +- 0.038
grand-canonical expected 2.000
mean energy E 0.634 meV
heat E-kT -25.218, from slope -25.218 meV
300 K: S 0.01834, v 74.07, K_H 5.905e+14 atoms/(cm3 Torr)
600 K: S 0.02282, v 34.24, K_H 3.672e+14 atoms/(cm3 Torr)
900 K: S 0.02915, v 22.54, K_H 3.127e+14 atoms/(cm3 Torr)
thermal wavelength 0.0504 nm
quantum factor: leading 0.8859, two-bead 0.8944
quantum factor from Laplacian 0.8859
1D factor: exact 0.98322, leading 0.98294, two-bead 0.98334
O vibration 0.01 nm rms per axis: S factor 0.9129
vibration test: product 1.1547, direct 1.1535 +- 0.0025
sigma +1 %: S factor 0.7322
sigma -1 %: S factor 1.3258
eps +10 %: S factor 1.0027
atoms per cage at 760 Torr: 2.094e-05
verified
```
